Steady-state i-DFT: xc gate and xc bias of a Coulomb-blockaded level

**What goes wrong with the density alone**

Take a quantum dot with one spin-degenerate level at v = −1 meV, repulsion U = 2 meV, total tunnel width γ = 1 µeV shared equally by two leads and temperature 2 K, under a bias of 1 mV. Rate equations give a mean occupation n = 1 and a current of 6.3 pA. Now describe the dot by a non-interacting level with a corrected gate potential v_s but the true bias. For n = 1 this level must lie midway between the two chemical potentials, because its occupation falls monotonically with v_s. Its current is then fixed at 109 pA. The density is right and the current is 17 times too large, and no further correction of the gate can change that.

A second corrected quantity is needed, and the natural one is the bias. In steady-state density functional theory (i-DFT) the variables are the density n and the steady current I, and the potentials are the gate v and the bias V. I build it first for one level, where everything can be solved, and then for many sites.

**Stage 1: the non-interacting level**

Conventions: ħ = 1; V is an energy, e times the voltage; μ_L = V/2 and μ_R = −V/2; I is the particle current from L to R; f(ε) = 1/(1 + exp(ε/k_BT)). Each lead gives the level a width γ/2, independent of energy. The subscript s marks Kohn-Sham (non-interacting) quantities.

The spectral function is

A_s(ω) = γ/[(ω − v_s)² + γ²/4], with ∫dω/2π A_s = 1.

Each lead fills half of it. With f_α = f(ω − μ_sα), two spins times one half give

n = ∫dω/2π (f_L + f_R) A_s.

The transmission per spin is (γ/2)²/[(ω − v_s)² + γ²/4] = (γ/4)A_s, so for two spins

I = (γ/2) ∫dω/2π (f_L − f_R) A_s.

For γ ≪ k_BT the Fermi functions hardly vary across the peak and can be taken at ω = v_s. Then n = f_L + f_R and I = (γ/2)(f_L − f_R). Half the first plus or minus 1/γ times the second gives

x_L ≡ n/2 + I/γ = f(v_s − V_s/2)
x_R ≡ n/2 − I/γ = f(v_s + V_s/2).

Each combination depends on one lead alone. Since f is strictly monotone,

v_s − μ_sα = k_BT ln[(1 − x_α)/x_α],

so (n,I) fixes (v_s,V_s). The reachable region follows from 0 < x_α < 1:

0 < n < 2, |I| < (γ/2) min(n, 2 − n).

Test of the sharp-level limit: for a level 1.2 k_BT from the chemical potential, reducing γ from 0.1 to 0.05 k_BT halves the error of the sharp formula to within ten per cent, so the error is linear in γ.

**Stage 2: switch on the repulsion**

For γ ≪ k_BT, and to lowest order in γ, the dot is described by the probabilities P0, P↑, P↓, P2 of being empty, singly or doubly occupied. An electron enters at cost v if the dot is empty and v + U if the other spin is present. The net spin-up current from lead α into the dot is

J_α = (γ/2){f(v−μ_α)P0 + f(v+U−μ_α)P↓ − [1−f(v−μ_α)]P↑ − [1−f(v+U−μ_α)]P2}.

Collect the terms with the same Fermi function:

J_α = (γ/2){f(v−μ_α)(P0+P↑) + f(v+U−μ_α)(P↓+P2) − (P↑+P2)}.

The brackets are simple occupations. With p = n/2 per spin, P↓+P2 = P↑+P2 = p and P0+P↑ = 1−p. No factorization of probabilities has been assumed. Hence J_α = (γ/2)(X_α − p), where

X_α = (1−p) f(v−μ_α) + p f(v+U−μ_α).

For two spins the current from the left is I = γ(X_L − p), and that from the right is −I = γ(X_R − p). Therefore X_L = p + I/γ and X_R = p − I/γ. These are the same combinations x_L and x_R as in stage 1, now tied to the true potentials.

Inversion at every bias: fix (n,I) inside the region above, hence p and both x_α. The right side of

x_α = (1−p) f(v−μ_α) + p f(v+U−μ_α)

falls strictly from 1 to 0 as v−μ_α runs from −∞ to ∞. One value of v−μ_α solves it for each lead, and the two values give v and V. They do reproduce the chosen density: adding the two equations gives the stationarity condition 2p = X_L + X_R, which is linear in p with the single solution

p = F₁/(1 + F₁ − F₂),

where F₁ and F₂ are the lead averages of f at v and v+U, and F₂ ≤ F₁ for U ≥ 0. The interacting and non-interacting levels thus reach the same region of (n,I), and the Kohn-Sham level exists for every steady state of this model.

**Stage 3: reverse engineering**

Define v_Hxc = v_s − v and V_xc = V_s − V. The shift needed at lead α is

h_α = (v_s − μ_sα) − (v − μ_α),

that is, h_L = v_Hxc − V_xc/2 and h_R = v_Hxc + V_xc/2, so

v_Hxc = (h_L + h_R)/2, V_xc = h_R − h_L.

To find h, write z = exp[(v−μ_α)/k_BT] and u = exp(U/k_BT), and drop the lead index:

x = (1−p)/(1+z) + p/(1+uz).

Multiply by (1+z)(1+uz):

x[1 + (1+u)z + uz²] = 1 + [(1−p)u + p]z.

Rearranged, this is

ux z² + b z − (1−x) = 0, b = x(1+u) − (1−p)u − p.

The product of the roots is −(1−x)/(ux) < 0, so one root z is positive and the other, z₋, is negative. Since the Kohn-Sham distance is k_BT ln[(1−x)/x],

h = k_BT ln[(1−x)/(xz)].

The root product gives (1−x)/(xz) = −u z₋. Inserting z₋ = −[b + √(b² + 4ux(1−x))]/(2ux) yields

h(x;n) = k_BT ln{[b + √(b² + 4ux(1−x))]/(2x)}.

This is the exact xc functional of the sequential-tunnelling model, with h_L = h(n/2 + I/γ; n) and h_R = h(n/2 − I/γ; n).

Test: for 300 random sets (v,V,U) with U up to 8 k_BT, the densities and currents were taken from the stationary vector of the four-state rate matrix and inverted. The resulting potentials differ from the formula by at most 2×10⁻¹² k_BT.

**Stage 4: three limits**

No repulsion. For u = 1, b = 2x − 1 and the root is √[(2x−1)² + 4x(1−x)] = 1. The logarithm has argument 2x/(2x) = 1, and h = 0.

No current. Then x_L = x_R = p, so V_xc = 0 and b = u(2p−1) = u(n−1). What remains is the equilibrium functional

v_Hxc(n,0) = k_BT ln{[u(n−1) + √(u²(n−1)² + un(2−n))]/n}.

At n = 1 it equals U/2, the middle of a step from 0 to U.

Low temperature. For u ≫ 1, b ≈ u(x + p − 1). If x + p > 1, the root is close to b and

h ≈ U + k_BT ln[(x+p−1)/x].

If x + p < 1, b is negative. Use b + R = 4ux(1−x)/(R − b), with R the root and R − b ≈ 2u(1−p−x):

h ≈ k_BT ln[(1−x)/(1−p−x)].

So h jumps by U where x_α + p = 1, which means n + I/γ = 1 for the left lead and n − I/γ = 1 for the right. For k_BT/U → 0 at fixed (n,I) off these lines,

v_Hxc → (U/2)[θ(n+I/γ−1) + θ(n−I/γ−1)]
V_xc → U[θ(n−I/γ−1) − θ(n+I/γ−1)].

The equilibrium step of height U at n = 1 splits under current into two steps of U/2. Between them, |n−1| < |I|/γ, the xc bias is −U for positive current and opposes the applied bias.

The logarithms matter at 2 K, where k_BT = 0.172 meV. At n = 1 and I = 0.25γ, x_L = 0.75 gives h_L = 2 + 0.172 ln(1/3) = 1.811 meV, and x_R = 0.25 gives h_R = 0.172 ln 3 = 0.189 meV. Hence V_xc = −1.62 mV instead of −2 mV.

**Stage 5: many sites**

Let the region between the leads have M sites with gates v_i and densities n_i. I assume that a unique steady state exists and depends smoothly on (v,V); that at V = 0 it is the equilibrium state; that the static response χ_ij = ∂n_i/∂v_j is negative definite there; and that the zero-bias conductance G = ∂I/∂V is positive. In a finite system at T > 0, concavity of the grand potential gives the sign of χ; strict definiteness with infinite leads is part of the assumption.

At V = 0 the current vanishes for every gate, so ∂I/∂v_j = 0. The Jacobian of (n,I) with respect to (v,V) has the rows

(χ, ∂n/∂V) and (0, G).

Its determinant is det(χ)·G ≠ 0. By the inverse function theorem the map is one-to-one near each point with V = 0.

A common bias window needs one more argument. Take a compact convex set K of gates. For two of its members, with w = v − v′,

Σ_i w_i[n_i(v) − n_i(v′)] = ∫₀¹dλ Σ_ij w_i χ_ij(v′+λw) w_j < 0,

so at V = 0 different gates give different densities. Suppose no finite window works for all of K. Then for every k there are two distinct points (v_k,V_k) and (v′_k,V′_k), with biases below 1/k in magnitude, that share the same (n,I). By compactness a subsequence converges to (v,0) and (v′,0) with equal densities, so v = v′. Two distinct points with the same image then lie arbitrarily close to (v,0), which contradicts local inversion. Hence a finite window exists. The argument gives no value for its width, and inversion at every bias has been shown here for the single level alone.

The same theorem holds for non-interacting electrons that satisfy the assumptions. If they can reach the given (n,I), the Kohn-Sham equations for wide-band leads are

n_i = 2 Σ_α ∫dω/2π f(ω−μ_sα) [𝒢Γ_α𝒢†]_ii
I = 2 ∫dω/2π [f(ω−μ_sL) − f(ω−μ_sR)] Tr[Γ_L𝒢Γ_R𝒢†],

where 𝒢 is the retarded Green function with gates v_i + v_Hxc,i[n,I], and μ_sL − μ_sR = V + V_xc[n,I]. They are solved together for n and I.

Test on a two-site non-interacting junction with hopping 0.5, end widths 0.5 and k_BT = 0.3 in a common energy unit: for nine gate pairs from −0.6 to 0.7, χ is negative definite, G is positive, and the Jacobian determinant stays positive at V = ±0.2. At |V| = 1 it is negative for some of these gate pairs, so it passes through zero in between and the local inversion argument fails there.

**Stage 6: conductance**

Differentiate I = I_s(v_s,V_s) at V = 0. Since V_xc(n,0) = 0 for every n, V_s vanishes there too, and I_s does not respond to v_s. The same fact gives ∂V_xc/∂n = 0, so

G = G_s[1 + (∂V_xc/∂I)G], or G = G_s/[1 − G_s ∂V_xc/∂I].

Evaluate this for the level at n = 1. There x = p = 1/2, b = 0, the root is √u and ∂b/∂x = 1+u, while the x-derivative of 4ux(1−x) vanishes. Therefore

∂h/∂x = k_BT[(1+u)/√u − 2] = 4k_BT sinh²(U/4k_BT).

Because V_xc = h(p−I/γ) − h(p+I/γ), its slope is −(2/γ)∂h/∂x = −(8k_BT/γ) sinh²(U/4k_BT). The Kohn-Sham level is on resonance, with G_s = (γ/2)·1/(4k_BT) = γ/(8k_BT). Then

G/G_s = 1/[1 + sinh²(U/4k_BT)] = sech²(U/4k_BT).

The rate equations give the same directly: at v = −U/2 both Fermi slopes are 1/[4k_BT cosh²(U/4k_BT)], and G is γ/2 times this. In the dot above, G_s is 176.5 nS and G is 2.12 nS, a ratio of 0.012. The blockade valley in the linear conductance comes from the xc bias; the xc gate puts the Kohn-Sham level on resonance.

**Stage 7: numbers for the dot**

The current unit is eγ/ħ = 243.4 pA.

Point A, blockaded: v = −1 meV, V = 1 mV. With p = 1/2, the costs at the left lead are −1.5 and +0.5 meV, so x_L = ½(0.9998) + ½(0.0521) = 0.526. Then I/γ = 0.026, or 6.32 pA. The shifts are h_L = 1.482 and h_R = 0.518 meV, so

v_Hxc = (1.482 + 0.518)/2 = 1.000 meV
V_xc = 0.518 − 1.482 = −0.964 mV.

The Kohn-Sham level is at v_s = 0 and feels V_s = 0.036 mV. Its current, (γ/2) tanh(V_s/4k_BT) = 0.026γ, is the true one.

Point B, conducting: v = 0, V = 1.2 mV. Here n = 0.667 and I/γ = 0.313, or 76.3 pA. Since n + I/γ = 0.98, the state lies almost on the left step line, and h_L = 0.496 meV is part-way up the step. With h_R = 0.072 meV, v_Hxc = 0.284 meV and V_xc = −0.424 mV. This position has a reason. If the left lead can fill the empty dot but not add a second electron, and the right lead can only empty it, then x_L = 1−p and x_R = 0, so p = 1/3 and n + I/γ = 1. A whole plateau of gates and biases crowds towards one point on the step, where the potentials vary fast with n and I.

At fixed v = −1 meV the bias scan reads:

V = 0.5 mV: 1.46 pA; without V_xc 75.5 pA
V = 1.5 mV: 23.1 pA; without V_xc 118.6 pA
V = 3.0 mV: 115.4 pA; without V_xc 121.7 pA

The error shrinks at high bias although V_xc has grown to −1.75 mV: both Kohn-Sham Fermi factors are then nearly saturated, and the current hardly depends on V_s.

**The model beside a real dot**

The values of U and γ are roughly typical of gate-defined semiconductor dots; 2 K is warm for such experiments, which often run well below 1 K. Real dots have further orbitals. With the next one 2 meV higher, its Fermi factor for entering an empty dot from the left is 3×10⁻⁴ at B and 0.05 at A. At A about half the current passes through the empty dot, and only that half is affected. Rate equations with both orbitals, equal couplings, the same U between all electrons and no relaxation inside the dot raise the current by 1.3 per cent at A, by 5 per cent at 1.5 mV and by 16 per cent at 3 mV. A filled orbital 2 meV lower acts in the same way on the other half, through the doubly occupied dot; with both present the figures become 2.7, 10 and 48 per cent. At v = −1 meV and V = 2 mV the factor reaches 1/2, so the 3 mV row describes the one-level model and not such a dot. A spacing as large as U is a favourable case. With a spacing of 1 meV, one higher orbital raises the current at A by 42 per cent and the valley conductance by 25 per cent, and with a filled lower orbital as well the figures are 87 and 51 per cent. With 0.5 meV and orbitals on both sides, the currents at A and B and the valley conductance all more than double. The one-level numbers apply only to dots whose orbital spacing is not smaller than about U.

Real couplings are also unequal. With widths Γ_L + Γ_R = γ, stage 2 gives x_L = p + I/(2Γ_L) and x_R = p − I/(2Γ_R), and h is unchanged. Subtracting them, I = (2Γ_LΓ_R/γ)(x_L − x_R), so at fixed γ the linear conductance is multiplied by 4Γ_LΓ_R/γ². For a 2:1 ratio this is 8/9, a loss of 11 per cent.

Sequential tunnelling omits cotunnelling, in which an electron crosses through a virtual charge state. In the middle of the valley, for lead electrons at the chemical potential, both virtual costs are U/2. The squared amplitudes sum to (2/U)² + (2/U)² + (4/U)² = 24/U², the last term being the spin flip, and

G_cot = (e²/h)(γ/2)²·24/U² = 0.058 nS,

about 3 per cent of the valley conductance. At A the same estimate, integrated over the bias window, gives about 0.07 pA, near 1 per cent. Both values take the leads at zero temperature. At 2 K the thermal spread of the electron energies raises them: in the middle of the valley the sum for an electron at energy ω is (24/U²)[1 + (7/3)(2ω/U)²] to second order, and the thermal mean of ω², π²(k_BT)²/3, makes this first correction about 23 per cent. At A, closer to the thresholds, the first correction is about 45 per cent, but this expansion is asymptotic and unreliable at 2 K: in the valley its next term is already 15 per cent. The finite part of the full thermal integrals raises the values by about 30 per cent in the valley and 18 per cent at A. The values are therefore orders of magnitude only. On cooling, the sequential part falls exponentially while this term stays, so the functional derived here fails deep in the valley at low temperature. For this dot the two contributions are equal near 1.2 K (the sequential part is 0.074 nS at 1.2 K and 0.013 nS at 1 K), so below 1 K cotunnelling dominates the valley conductance. Giving every pole the width γ moves V_xc by less than 1 µV at both points. This is a rough size, and it grows near the edge of the (n,I) region, where an error δx shifts a Kohn-Sham distance by k_BT δx/[x(1−x)]. The Kondo temperature, from the usual weak-coupling estimate, is negligible here; for γ comparable with U it would not be. The rate equations lose their basis much earlier, once γ approaches k_BT, which is about U/12 at 2 K. The remaining values are in the numerical output.

Table of computed values

```
Repulsion U = 2.000 meV; total width gamma = 1.000 ueV
Temperature = 2.00 K; kT = 0.17235 meV
U/kT = 11.605; gamma/kT = 0.00580
Current unit e*gamma/hbar = 243.41 pA
Point A blockaded: v = -1.00 meV, V = 1.00 mV
  n = 1.00000; I = 0.02597 e*gamma/hbar = 6.320 pA
  x_L = 0.52597; x_R = 0.47403
  h_L = 1.4821 meV; h_R = 0.5179 meV
  v_Hxc = 1.0000 meV; V_xc = -0.9642 mV
  v_s = 0.0000 meV; V_s = 0.0358 mV
  broadening shifts v_Hxc by 0.000 ueV, V_xc by 0.232 uV
  Fermi factor of next orbital = 5.21e-02
Point B conducting: v = 0.00 meV, V = 1.20 mV
  n = 0.66673; I = 0.31347 e*gamma/hbar = 76.303 pA
  x_L = 0.64684; x_R = 0.01990
  h_L = 0.4957 meV; h_R = 0.0716 meV
  v_Hxc = 0.2837 meV; V_xc = -0.4241 mV
  v_s = 0.2837 meV; V_s = 0.7759 mV
  broadening shifts v_Hxc by 0.224 ueV, V_xc by 0.495 uV
  Fermi factor of next orbital = 2.97e-04
Bias scan at v = -1 meV: V (mV), I (pA), I without V_xc (pA), V_xc (mV)
  0.5      1.462     75.479   -0.4917
  1.0      6.320    109.025   -0.9642
  1.5     23.109    118.610   -1.3675
  2.0     60.852    120.974   -1.6213
  3.0    115.366    121.666   -1.7517
Functional: n, I (e*gamma/hbar), v_Hxc (meV), V_xc (mV)
  0.80  0.00  0.1893  0.0000
  1.20  0.00  1.8107  0.0000
  1.00  0.10  1.0000  -1.3825
  1.00  0.25  1.0000  -1.6213
  0.70  0.10  0.1413  -0.0660
Valley conductance = 2.12033 nS
Kohn-Sham conductance there = 176.5435 nS
Ratio true/Kohn-Sham = 0.01201
sech^2(U/4kT) = 0.01201
Neglected cotunnelling conductance = 0.058111 nS
  as a share of the valley value = 2.74 %
Neglected cotunnelling current at A = 0.0729 pA
log10 of Kondo temperature in K = -683
Largest reverse-engineering error / kT = 2.0e-12
```
